\section*{Choosing the Self-Scattering Rate in Ensemble Monte Carlo Mobility Calculations}

\section{A rate that can be doubled but not halved}

In a Monte Carlo model of electrons in a transistor channel, scattering events are proposed at a constant rate of $2.007\times10^{13}\,\mathrm{s^{-1}}$. At thermal equilibrium 53\% of the proposals do nothing. An electron released from rest in a field of $3\times10^{6}\,\mathrm{V/m}$ has a probability 0.390 of being unscattered after 0.10 ps. Sampling 200\,000 electrons gives 0.393 with this proposal rate and 0.391 with twice the rate, but 0.695 with half of it.

The proposal rate $\Gamma_0$ is the self-scattering setting of a transport program. Above a threshold it affects the cost and not the physics; below the threshold it changes the physics. The threshold, and the size of the error below it, depend on how the program samples the mechanisms; the numbers above belong to the scheme with separate bounds described below.

The model is an inversion layer in weak inversion: one parabolic two-dimensional subband, nondegenerate electrons, no screening, and no electron--electron scattering. Charged-impurity scattering, which can be strong in weak inversion, and higher subbands are also left out. The numbers therefore illustrate the method and do not predict the mobility or heating of a real channel. Here $q>0$ is the elementary charge, $m$ the effective mass, $F$ the field magnitude, and $+x$ the direction of the force. During a free flight
\begin{equation}
\frac{dv_x}{dt}=\frac{qF}{m},\qquad \frac{dv_y}{dt}=0 .
\end{equation}

\section{Why the physical rates do not change}

Let $w_j(\mathbf k\to\mathbf k')$ be the rate density of mechanism $j$, and let $\Gamma_j(\mathbf k)=\int w_j\,d^2k'$ and $\Gamma=\sum_j\Gamma_j$. Candidates arrive as a Poisson process of rate $\Gamma_0$. A candidate becomes a transition to $\mathbf k'$ by mechanism $j$ with probability density $w_j/\Gamma_0$. Otherwise, with probability $1-\Gamma/\Gamma_0$, the state is left alone. This requires
\begin{equation}
\Gamma_0\ge\Gamma(\mathbf k)\quad\text{for every state reached.}
\label{eq:bound}
\end{equation}

A rejected candidate does not disturb the flight, so $\Gamma(s)\equiv\Gamma(\mathbf k(s))$ is evaluated along one unbroken trajectory. The density for $n$ candidates at ordered times $t_1<\dots<t_n<t$, and no others, is $\Gamma_0^n e^{-\Gamma_0t}$. The probability of $n$ candidates, all rejected, is therefore
\begin{align}
P_n(t)&=e^{-\Gamma_0t}\int_{0<t_1<\dots<t_n<t}\prod_{i=1}^n
[\Gamma_0-\Gamma(t_i)]\,dt_i\nonumber\\
&=\frac{e^{-\Gamma_0t}}{n!}\left[\int_0^t(\Gamma_0-\Gamma(s))\,ds\right]^n .
\end{align}
The factor $1/n!$ appears because the integrand is symmetric and the ordered region is one of $n!$ equal parts of the full cube. Summing over $n$ gives an exponential:
\begin{equation}
S(t)=\sum_{n=0}^{\infty}P_n(t)
=e^{-\Gamma_0t}\,e^{\Gamma_0t-\int_0^t\Gamma ds}
=\exp\left[-\int_0^t\Gamma(s)\,ds\right].
\label{eq:survival}
\end{equation}
This is the physical survival law. The density of a first event of type $j$ into $\mathbf k'$ is the survival probability times the candidate rate times the acceptance density,
\begin{equation}
S(t)\,\Gamma_0\,\frac{w_j}{\Gamma_0}=S(t)\,w_j(\mathbf k(t)\to\mathbf k') ,
\end{equation}
and $\Gamma_0$ has cancelled. After an event the Poisson process has no memory, so the argument restarts from the new state and covers the whole history.

The same lack of memory permits an ensemble to be observed at a common time. A flight that would pass that time is cut there, its remainder is discarded, and a new waiting time is drawn.

If no constant satisfies (\ref{eq:bound}), as for a rate that grows without limit with energy, $\Gamma_0$ may be a prescribed function of time along the flight. In the proof $\Gamma_0t$ becomes $\int_0^t\Gamma_0(s)ds$ and cancels as before. In practice one bounds the energy reachable within a short interval, uses the corresponding rate, and restarts at the interval's end.

\section{Building a sufficient rate}

A program need not know $\Gamma_j$. It is enough to bound each mechanism separately, select mechanism $j$ with probability $B_j/\Gamma_0$, draw trial final-state variables uniformly, and accept with the ratio of the actual rate to its bound $B_j$. The product of these probabilities is again $w_j/\Gamma_0$. Then $\Gamma_0=\sum_jB_j$ suffices.

The example uses $m=0.2$ electron masses and $T=300$ K, so $kT=25.85$ meV. Acoustic scattering is taken as elastic and isotropic, with constant rate $\Gamma_{\rm ac}=2\times10^{12}\,\mathrm{s^{-1}}$.

Inelastic phonons have energies $\varepsilon$ spread evenly from $\varepsilon_1=20$ to $\varepsilon_2=60$ meV, a coupling rate $g=4\times10^{12}\,\mathrm{s^{-1}}$, and isotropic final directions. For a drawn $\varepsilon$ the absorption rate is $gN(\varepsilon)$ and the emission rate is $g[N(\varepsilon)+1]$ if $E\ge\varepsilon$, with $N=1/(e^{\varepsilon/kT}-1)$. Both are largest at $\varepsilon_1$, which gives bounds of $3.43$ and $7.43\times10^{12}\,\mathrm{s^{-1}}$.

Surface roughness displaces the interface by a random height $h(\mathbf r)$ with correlation $\Delta^2e^{-r^2/\Lambda^2}$. In a normal field $E_\perp$ the perturbation is $qE_\perp h$. Over an area $A$ its mean squared matrix element at wave-vector transfer $Q$ is
\begin{equation}
|M|^2=\frac{(qE_\perp)^2}{A}\,\pi\Delta^2\Lambda^2e^{-Q^2\Lambda^2/4}.
\end{equation}
The golden rule, with $k'dk'=(m/\hbar^2)dE'$, gives the rate per unit scattering angle
\begin{equation}
w(\theta)=\frac{2\pi}{\hbar}\frac{A}{(2\pi)^2}\frac{m}{\hbar^2}|M|^2
=\frac{\Gamma_s}{2\pi}e^{-k^2\Lambda^2\sin^2(\theta/2)},\qquad
\Gamma_s=\frac{\pi m(qE_\perp\Delta\Lambda)^2}{\hbar^3},
\end{equation}
because $Q=2k\sin(\theta/2)$ for elastic scattering. With $E_\perp=4\times10^7\,\mathrm{V/m}$, $\Delta=0.2$ nm and $\Lambda=3$ nm, the bound is $\Gamma_s=7.22\times10^{12}\,\mathrm{s^{-1}}$. The setting follows:
\begin{equation}
\Gamma_0=(2.000+3.426+7.426+7.216)\times10^{12}\,\mathrm{s^{-1}}
\simeq2.007\times10^{13}\,\mathrm{s^{-1}} .
\end{equation}

\section{What too small a rate does}

Integrated rates are needed to predict the survival probability. With $x=k^2\Lambda^2/2=mE\Lambda^2/\hbar^2$ and $2\sin^2(\theta/2)=1-\cos\theta$, the roughness rate is
\begin{equation}
\Gamma_{\rm sr}(E)=\Gamma_s\int_0^{2\pi}\frac{d\theta}{2\pi}e^{-x+x\cos\theta}
=\Gamma_se^{-x}I_0(x),
\end{equation}
where $I_n$ is a modified Bessel function. Since $N+1$ is the derivative of $G(\varepsilon)=kT\ln(e^{\varepsilon/kT}-1)$,
\begin{align}
\Gamma_{\rm em}(E)&=g\,\frac{G(\min(E,\varepsilon_2))-G(\varepsilon_1)}{\varepsilon_2-\varepsilon_1}
\quad(E>\varepsilon_1),\\
\Gamma_{\rm abs}&=g\left[\frac{G(\varepsilon_2)-G(\varepsilon_1)}{\varepsilon_2-\varepsilon_1}-1\right]
=1.33\times10^{12}\,\mathrm{s^{-1}} .
\end{align}
Emission vanishes below $\varepsilon_1$. Inserting these rates in (\ref{eq:survival}) and integrating numerically along the accelerated flight gives the value 0.390 quoted at the start.

The failure at half rate can be followed by hand. The program orders the mechanisms as acoustic, absorption, emission, roughness, and places their bounds end to end. A total of $1.003\times10^{13}\,\mathrm{s^{-1}}$ covers the first two and part of emission. Roughness is never selected: its share of first events falls from 0.453 to zero. In the first 0.05 ps the electron reaches
\begin{equation}
E=\frac{(qFt)^2}{2m}\simeq10\ \mathrm{meV},
\end{equation}
too little to emit a phonon. The remaining rate is $(2.00+1.33)\times10^{12}\,\mathrm{s^{-1}}$, and the survival probability should be
\begin{equation}
\exp(-3.33\times10^{12}\times5\times10^{-14})=0.847 .
\end{equation}
The sampled value is 0.846; the correct one is 0.605. An undersized setting thus changes the mixture of mechanisms as well as the time scale, and in this implementation the damage depends on their order: with roughness placed first, the same half rate gives 0.432 at 0.10 ps instead of 0.695. The sum of separate bounds is also well above what (\ref{eq:bound}) demands. The total rate peaks at 60 meV, at $(2.00+1.33+5.33+2.74)\times10^{12}=1.14\times10^{13}\,\mathrm{s^{-1}}$. A program that selects mechanisms by their integrated rates is exact from that value up, and at the half rate it would give 0.394 rather than 0.390.

An oversized setting costs time. The equilibrium averages of the four rates are 2.00, 1.33, 1.33 and $4.84\times10^{12}\,\mathrm{s^{-1}}$, so the accepted share is $9.51/20.07=0.474$. Doubling $\Gamma_0$ halves this share and doubles the number of candidates.

\section{The mobility the simulation should find}

The stationary Boltzmann equation balances acceleration against collisions:
\begin{equation}
\frac{qF}{m}\frac{\partial f}{\partial v_x}=\mathcal C f .
\end{equation}
Write $f=f_0+f_1$ with $f_0\propto e^{-E/kT}$, $\mathcal Cf_0=0$, and $f_1$ of first order in $F$. Since $\partial f_0/\partial v_x=-mv_xf_0/kT$,
\begin{equation}
-\frac{qF}{kT}v_xf_0=\mathcal Cf_1 .
\label{eq:linear}
\end{equation}
Try $f_1=(qF/kT)\tau(E)v_xf_0$. This is proportional to $\cos\varphi$, where $\varphi$ is the direction of motion. Isotropic mechanisms scatter electrons in according to the angular average of $f_1$, which is zero; their out-scattering remains. For roughness, the average of $\cos(\varphi+\theta)$ over $\pm\theta$ is $\cos\varphi\cos\theta$, so in-scattering minus out-scattering is $-f_1\int w(\theta)(1-\cos\theta)d\theta$. Equation (\ref{eq:linear}) is then satisfied by
\begin{equation}
\frac1{\tau(E)}=\Gamma_{\rm ac}+\Gamma_{\rm abs}+\Gamma_{\rm em}(E)
+\Gamma_se^{-x}[I_0(x)-I_1(x)] .
\end{equation}

The drift velocity is $v_d=(qF/kT)\langle v_x^2\tau\rangle$, with a Maxwell average. The angular average of $v_x^2$ is $v^2/2=E/m$, and the two-dimensional density of states is constant, so
\begin{equation}
\mu=\frac{v_d}{F}=\frac{q}{m}\int_0^\infty
\frac{E\,\tau(E)}{(kT)^2}e^{-E/kT}\,dE .
\label{eq:mobility}
\end{equation}
For constant $\tau$ the integral gives $\mu=q\tau/m$, as it should.

Numerical quadrature gives $\mu=0.1037\,\mathrm{m^2/(V\,s)}$, or $1037\,\mathrm{cm^2/(V\,s)}$. This corresponds to an effective time $m\mu/q=0.118$ ps. A direct solution of (\ref{eq:linear}) as a matrix equation, with 160 energy bins of 2.5 meV, 12 directions and all in-scattering kept, also gives 0.1037. Using the total rate $\Gamma$ in place of $1/\tau$ gives 0.0898, which is 13\% below the correct value: it counts small-angle roughness events as if they erased the drift.

\section{A condition on the phonon model}

The expansion assumed that the weakly driven system stays close to the Maxwell distribution. The collision model must enforce this. Suppose the phonon band were replaced by one sharp energy $\hbar\omega$. Elastic events preserve $E$, and phonons change it by $\pm\hbar\omega$. Without a field, the population of each ladder $\epsilon+n\hbar\omega$, with $0\le\epsilon<\hbar\omega$, is then conserved, and there are many stationary distributions.

A weak field does not generally select the Maxwell one. For any stationary isotropic $f_0(E)$ the first-order part is $f_1=-qF\tau v_x\,df_0/dE$. The angular average of $\partial(v_xu)/\partial v_x$, for a function $u(E)$, is $u+Eu'=d(Eu)/dE$. At second order the field therefore drives the isotropic part through
\begin{equation}
-\frac{q^2F^2}{m}\frac{d}{dE}\left(E\tau\frac{df_0}{dE}\right)=\mathcal Cf_2 .
\end{equation}
Summed over a ladder, the right side vanishes because collisions conserve its population. For a Maxwell $f_0$ this would require
\begin{equation}
R(\epsilon)=\sum_{n\ge0}E_n\tau(E_n)e^{-E_n/kT},\qquad E_n=\epsilon+n\hbar\omega,
\end{equation}
to be independent of $\epsilon$. With constant $\tau$ and $u_0=\hbar\omega/kT$, summing the geometric series gives
\begin{equation}
R'(0)=\tau\,\frac{1-(1+u_0)e^{-u_0}}{(1-e^{-u_0})^2}>0 ,
\end{equation}
since $e^{u_0}>1+u_0$. Maxwell is therefore not the weak-field limit in that case. The mobility is still $q\tau/m$ when $\tau$ is constant, but with an energy-dependent $\tau$ it can differ from (\ref{eq:mobility}).

On the 2.5 meV grid, a sharp 40 meV phonon leaves $40/2.5=16$ independent stationary energy distributions, counted as null vectors of the collision matrix. The 20--60 meV band leaves one. If the phonon model has a single energy, include another inelastic process and keep the field weak enough for that process to dominate the mixing between ladders.

\section{Choosing the field and the run length}

A low field reduces heating but buries the drift in thermal motion. Near equilibrium the diffusion coefficient follows from zero net current in a Boltzmann density profile: $n\mu F=D\,dn/dx$ with $dn/dx=nqF/kT$ gives $D=\mu kT/q$. Over a time $t_r$ much longer than the velocity memory, the displacement variance is $2Dt_r$. For $N_e$ independent electrons the standard error of the drift velocity, and its ratio to the drift, are
\begin{equation}
\sigma_v=\sqrt{\frac{2\mu kT}{qN_et_r}},\qquad
\frac{\sigma_v}{\mu F}=\sqrt{\frac{2kT}{q\mu F^2N_et_r}} .
\end{equation}
Halving the field therefore requires four times the total electron time for the same relative error.

With $N_e=10^4$ and $t_r=80$ ps,
\begin{equation}
\sigma_v=\sqrt{\frac{2(0.1037)(0.02585)}{10^4\times8\times10^{-11}}}\ \mathrm{m/s}
\simeq82\ \mathrm{m/s} .
\end{equation}
The spread among the simulated electrons also gives 82 m/s. At $F=10^5\,\mathrm{V/m}$, after a 3 ps start-up period, the drift is $(1.039\pm0.008)\times10^4$ m/s. Hence $\mu=0.1039\pm0.0008\,\mathrm{m^2/(V\,s)}$, 0.2\% above the Boltzmann value and within one standard error. The mean energy is 1.8\% above $kT$. Heating is quadratic in $F$ at leading order, so doubling the field would raise this to about 7\%. Any effect of the present heating on the mobility is not resolved at the 0.8\% statistical error.

At $10^6\,\mathrm{V/m}$ the electrons are far from equilibrium. After a 3 ps start-up, averages over 8 ps with $\Gamma_0$ and $2\Gamma_0$ give drifts of 1.003 and $1.005\times10^5$ m/s, each with an error of $0.007\times10^5$ m/s. The mean energies are 190 and 195 meV, a difference of 2.6\% of the larger. If the time-averaged energies of the $10^4$ electrons had a spread equal to their mean, the error of this difference would be $\sqrt{2/10^4}\simeq1.4\%$. The actual spread is larger, because the energy distribution has the long tail derived below, so the observed difference is less than two errors. The drifts differ by 0.25\%, with an error of about 1.0\%.

Energy relaxes slowly here for a definite reason. Above 60 meV, an electron loses energy to phonons at the net rate
\begin{equation}
\frac{g}{\varepsilon_2-\varepsilon_1}\int_{\varepsilon_1}^{\varepsilon_2}
\varepsilon[(N+1)-N]\,d\varepsilon
=g\,\frac{\varepsilon_1+\varepsilon_2}{2}=0.16\ \mathrm{eV/ps},
\end{equation}
and this does not increase with energy. The field supplies $qv_dF\simeq0.10$ eV/ps. The high-energy tail shows what this implies. Far above 60 meV, $\Gamma_{\rm em}=\Gamma_{\rm abs}+g$ and roughness hardly deflects the electrons, so $1/\tau$ tends to $(2.00+1.33+5.33)\times10^{12}\,\mathrm{s^{-1}}$. Energy then changes in steps small compared with $E$, and the phonon loss $P=0.16$ eV/ps acts as a steady downward drift. In a stationary state it balances the field-driven spreading found in the section on the phonon model:
\begin{equation}
\frac{q^2F^2\tau}{m}\,E\,\frac{df}{dE}+Pf=0,\qquad
f\propto E^{-a},\qquad a=\frac{mP}{q^2F^2\tau}\simeq1.6 .
\end{equation}
The randomness of the phonon steps adds a spreading term that does not grow with $E$ and can be neglected in the tail. The number of electrons, $\int f\,dE$, is finite for $a>1$, but the mean energy is finite only for $a>2$. In this model the mean energy at this field therefore has no steady value, however long the start-up. This result depends on the single parabolic subband and on a phonon loss that does not rise with energy, and it should not be carried over to a real channel. The two runs can still be compared, because they start from the same distribution and cover the same time window. At weaker fields, where $a>2$, one should follow the mean energy until it stops drifting before averaging.

In practice, set $\Gamma_0$ from proven bounds, check that it is at least $\sum_jB_j$ when mechanisms are bounded separately (or the largest $\Gamma$ when integrated rates are used), and treat any acceptance ratio above one as an error. The ratio check alone is not enough: in the half-rate example no ratio exceeds one, because roughness is never selected. Choose the field from the tolerated heating, then the total electron time from the statistical error. Changing $\Gamma_0$ between sufficient values should leave every physical average unchanged within its uncertainty.
